# Why Energy Differences Converge Before Absolute Plane-Wave Energies

**Q.** I compared two arrangements of the same atoms. Their total energies were still dropping as I raised the plane-wave cutoff, yet their difference had stopped moving. Is that luck?

**A.** No, but it has conditions. To find them we need to know what the missing plane waves contribute.

Take independent electrons in a fixed potential, two per orbital, in hartree atomic units. For one orbital, $H\psi=\varepsilon\psi$ with $H=T+V$. A plane wave $e^{iGx}/\sqrt L$ in a cell of length $L$ has kinetic energy $T_G=G^2/2$. Let $P$ project onto the waves with $T_G\le E_c$, where $E_c$ is the cutoff, and let $Q=1-P$. By "error" I mean the energy at the cutoff minus the converged energy.

Insert $\psi=P\psi+Q\psi$ into $(H-\varepsilon)\psi=0$:

$$(H-\varepsilon)P\psi=-(H-\varepsilon)Q\psi .$$

Project this on $P\psi$, then use its Hermitian conjugate, $\langle P\psi|(H-\varepsilon)=-\langle Q\psi|(H-\varepsilon)$. The two minus signs cancel:

$$\langle P\psi|H-\varepsilon|P\psi\rangle=-\langle P\psi|H-\varepsilon|Q\psi\rangle=\langle Q\psi|H-\varepsilon|Q\psi\rangle .$$

So cutting off the tail of the converged orbital costs an energy quadratic in that tail.

**Q.** I have many orbitals, and once cut they are no longer orthogonal. Does that matter?

**A.** Not at leading order. Write $q_{ij}=\langle Q\psi_i|Q\psi_j\rangle$ and $h_{ij}=\langle Q\psi_i|H|Q\psi_j\rangle$. The cut orbitals have overlap matrix $S=1-q$. Substituting $P\psi_i=\psi_i-Q\psi_i$ gives their Hamiltonian matrix,

$$M_{ij}=\varepsilon_i\delta_{ij}-(\varepsilon_i+\varepsilon_j)q_{ij}+h_{ij}.$$

The energy of the space they span, per spin, is $\mathrm{Tr}(S^{-1}M)$. With $S^{-1}\approx1+q$, and keeping terms linear in $q$ and $h$,

$$\mathrm{Tr}(S^{-1}M)\approx\sum_i\left(\varepsilon_i+q_{ii}\varepsilon_i-2\varepsilon_iq_{ii}+h_{ii}\right)=\sum_i\varepsilon_i+\sum_i\left(h_{ii}-\varepsilon_iq_{ii}\right).$$

The last bracket is $\langle Q\psi_i|H-\varepsilon_i|Q\psi_i\rangle$. With two electrons per orbital,

$$\delta E\approx2\sum_i\langle Q\psi_i|H-\varepsilon_i|Q\psi_i\rangle .$$

The true error is slightly lower, because the orbitals can relax inside the truncated basis. The force driving this is $PVQ\psi$, since $T$ does not couple $P$ to $Q$. If the response lies mainly near the cutoff, where energy denominators are about $E_c$, the gain is of order $V^2\langle Q\psi|Q\psi\rangle/E_c$. Relative to the error itself, about $E_c\langle Q\psi|Q\psi\rangle$, this is of order $(V/E_c)^2$.

**Q.** Where in space does this tail come from?

**A.** Write the Schrödinger equation for one Fourier coefficient $c_G$ of $\psi$, with $V=\sum_Iv_I$ a sum over atoms at positions $R_I$:

$$(T_G-\varepsilon)c_G=-\sum_Is_I(G),\qquad s_I(G)=\frac1{\sqrt L}\int v_I(x)\,\psi(x)\,e^{-iGx}\,dx .$$

Each source $s_I$ contains the potential of one atom. Setting $x=R_I+u$ takes out a phase, $s_I=e^{-iGR_I}f_I(G)$, where $f_I$ depends on the orbital around that atom.

For large $G$ the sharp part of the potential dominates. A Gaussian well of width $w$ has Fourier components proportional to $e^{-G^2w^2/2}$, so a broad well supplies almost none. It can still act on the tail $\psi$ already has, but that gives a source of order $v_{\rm broad}\,c_G$, which is small compared with $T_Gc_G$. The high-wavevector tail is thus generated at the cores.

Now split $\langle Q\psi|H-\varepsilon|Q\psi\rangle$ into kinetic and potential parts. For a bound orbital the potential part, $\langle Q\psi|V|Q\psi\rangle$, is at most a fraction $V_{\max}/E_c$ of the kinetic part, where $V_{\max}$ is the greatest depth of the potential. Dropping it and inserting $c_G$ gives

$$\delta E\approx2\sum_i\sum_{T_G>E_c}\frac{\left|\sum_Is_{I,i}(G)\right|^2}{T_G-\varepsilon_i}.$$

For two atoms, left ($L$) and right ($R$), a distance $d$ apart,

$$|s_L+s_R|^2=|f_L|^2+|f_R|^2+2\,\mathrm{Re}\left(f_L^*f_R\,e^{-iGd}\right).$$

The first two terms are on-site. The third is inter-site and depends on the distance.

**Q.** The inter-site term changes when I move the atoms. Why doesn't it spoil the cancellation?

**A.** For filled core shells it sums to nearly zero. Let $\phi_L$ and $\phi_R$ be the same core orbital centred on each atom, with negligible overlap. The molecular core orbitals are $\psi_\pm=(\phi_L\pm\phi_R)/\sqrt2$. If $f$ is the source of one atomic orbital, then $f_L=f/\sqrt2$ and $f_R=\pm f/\sqrt2$, so

$$|s_L+s_R|^2_\pm=|f|^2\pm|f|^2\cos(Gd).$$

Both orbitals are filled and have nearly the same energy $\varepsilon_c$. Adding them removes the cosine:

$$\delta E_{\rm core}\approx2\eta(E_c),\qquad\eta(E_c)=2\sum_{T_G>E_c}\frac{|f|^2}{T_G-\varepsilon_c}.$$

Here $\eta$ is the core error of one isolated atom, and the factor 2 in front of it counts atoms. The distance has dropped out, so this part cancels between the structures.

**Q.** But core levels shift when the surroundings change. Doesn't their error shift too?

**A.** Much less. A potential that is uniform across the core moves $H$ and $\varepsilon$ equally, so it changes neither $\phi$ nor $H-\varepsilon$. A gradient or curvature across the core does deform $\phi$ and leaves a small remainder.

A model shows the sizes. Put two atoms in a one-dimensional periodic cell of 24 bohr. Each has a core well 20 hartree deep with Gaussian width 0.1 bohr, and a broad well 1 hartree deep with width 1.5 bohr. Six electrons fill two core orbitals and one valence orbital. Structure A has $d=3$ bohr and B has $d=4$ bohr. Nuclear repulsion is omitted, since it does not depend on the cutoff.

The mean core level rises from $-7.435$ hartree in A to $-7.326$ in B, by 0.109. The neighbour's broad well accounts for nearly all of it: its depth at the core is $e^{-9/4.5}=0.135$ hartree in A and $e^{-16/4.5}=0.029$ in B, a change of 0.107. With four core electrons, the level shift supplies about 0.44 hartree of the total difference $E_B-E_A=0.530$ hartree.

Yet at a cutoff of 400 hartree the core error is 0.5198 millihartree in A and 0.5201 in B. Two isolated atoms give 0.5204. Agreement with the isolated atoms within 2% was tested at cutoffs from 200 to 600 hartree. The core energy itself does not cancel; its basis error nearly does.

**Q.** What is left in the difference?

**A.** Mostly the valence orbital. Its amplitude and slope at the cores depend on bonding, so its on-site term changes. Its inter-site term also survives. The pairing that removed the cosine for the cores needs two filled combinations of non-overlapping, undeformed atomic orbitals. The valence orbital is spread over both atoms and has no such partner, and in this model filling the next orbital would not cancel the term.

At 400 hartree the source formula gives these valence terms, in millihartree:

- on-site: 0.0070 in A, 0.0033 in B;
- inter-site: $+0.0011$ in A, $-0.0004$ in B.

Together they change by $-0.0052$. The actual error of $E_B-E_A$ is $-0.0048$, including a small positive core contribution.

The percentages show why this is so little. The actual valence error in A is 0.0081 out of 0.5278 millihartree, or 1.5%. It falls by 64% on going to B, which is about 1.0% of the total. The core change offsets 0.07%, leaving 0.9%.

**Q.** How far can I trust the tail formula behind that accounting?

**A.** At this cutoff, the expression with $\langle Q\psi|H-\varepsilon|Q\psi\rangle$ gives 0.52797 millihartree for A, against an actual 0.52784. Relaxation is therefore about $2\times10^{-4}$ of the error. The estimate $(V/E_c)^2$ with the full well depth gives $(20/400)^2=2.5\times10^{-3}$, which is about ten times too large here. It is a crude estimate that applies the full depth everywhere.

The source formula, without the potential term, gives 0.535, about 1.4% too high. That is good enough to identify the valence contribution, but not to resolve the tiny core change: it gives $0.0002$ millihartree where the actual value is $0.0003$. The converged orbital energies also agree with a separate real-space calculation to better than $10^{-8}$ hartree.

**Q.** So does the difference really converge faster?

**A.** It reaches a given absolute tolerance sooner. To stay within 1 millihartree, each total energy needs a cutoff of 380 hartree, on a scan in steps of 10. The difference needs 130.

The decay itself is similar, because the same core potentials generate both tails. Between the windows 200–300 and 500–600 hartree, the largest absolute error falls by 2.4 decades and the largest difference error by 2.6. At the listed cutoffs, from 50 to 600 hartree, the difference error is 0.3% to 0.9% of the absolute one. The ratio does not settle: on the scan in steps of 10 it oscillates within this range from one cutoff to the next.

This small prefactor explains the saving. If the ratio is about 0.5%, the difference reaches 1 millihartree when the absolute error is still about $1/0.005=200$ millihartree. The absolute error is 268 at 100 hartree and 26 at 200, so the crossing must lie between them.

Relative accuracy tells a more modest story. At 200 hartree, the error is 0.085% of the total energy and 0.035% of the difference. Both percentages would change if the nuclear repulsion were included, while the basis errors would not. So judge the error of the difference against the precision your question needs.

**Q.** When would this fail me?

**A.** First, when the cores differ. Widening one core well in A from 0.10 to 0.12 bohr gives, at 400 hartree, a difference error of $-0.224$ millihartree relative to the original A. That is 42% of A's absolute error. The wider core converges sooner, so its error no longer matches the one it replaced.

Second, when the cutoffs differ. Using 400 hartree for A and 440 for B gives an error of $-0.258$ millihartree, more than fifty times that at equal cutoffs.

Using equal numbers of plane waves in unequal cells is a disguised form of this. In one dimension the number is about $L\sqrt{2E_c}/\pi$, so fixing it makes $E_c\propto L^{-2}$. A cell 5% longer then has a cutoff about 9% lower. That mismatch is about as large as the one above, but it goes in the direction that makes the basis error grow. In three dimensions the number is proportional to $\Omega E_c^{3/2}$, with $\Omega$ the cell volume, so $E_c\propto\Omega^{-2/3}$.

Equal cutoffs in unequal cells remove this bias but not all of the mismatch, because the basis grows in steps. Here the wavevectors are $2\pi/L=0.26$ bohr$^{-1}$ apart, so near 400 hartree, where $G\approx28$ bohr$^{-1}$, the highest kinetic energy in the basis jumps by about 7 hartree at a time. The error halves over about 40 hartree, so one step changes it by roughly a tenth. Two cells of different length sit at different points of this staircase, and their difference error can be several percent of the absolute one. The cancellation to below 1% shown above is for two structures in the same cell. The steps become finer in larger cells.

Third, when no core electrons are in the calculation.

**Q.** That is my case: I use pseudopotentials. Do I lose the benefit?

**A.** You lose the nearly perfect part. In the model, the root-mean-square change of the error from A to B, relative to the error in A, is 0.06% for the core orbitals, 0.6% for the total and 53% for the valence orbital alone, over cutoffs from 200 to 600 hartree. The last figure belongs to this model and should not be carried over to a real pseudopotential. It does show that identical atoms alone do not guarantee strong cancellation: the valence weight near each atom must also be similar. A distortion that moves the atoms by much less than $1/G$, with $G$ taken at the cutoff, changes neither this weight nor the phase $Gd$ by much, so most of the absolute error cancels. The energy difference shrinks along with the distortion, however, so its relative error need not improve. A larger one can change the inter-site term even while the bonding stays similar.

Three dimensions help with the inter-site part. If the atomic sources are isotropic, averaging the phase over directions gives

$$\frac12\int_{-1}^{1}e^{iGd\mu}\,d\mu=\frac{\sin Gd}{Gd},$$

which is small when $Gd\gg1$. The on-site change remains.

In a self-consistent Kohn–Sham calculation the density, and with it the potential, also responds to the cutoff. The model leaves that out. So raise a common cutoff for both structures and watch the difference you intend to report, since neither the absolute energies nor this model can tell you its remaining error.

The numerical output below gives the errors at the other cutoffs.

## Computed values

```
cell length: 24 bohr; separations A, B: 3, 4 bohr
core well: 20 hartree deep, width 0.1 bohr
broad well: 1 hartree deep, width 1.5 bohr
reference cutoff: 3000 hartree, 591 plane waves
orbital energies A: -7.435591 -7.434842 -0.581372 hartree
orbital energies B: -7.326016 -7.325998 -0.534862 hartree
converged E_A: -30.903609 hartree
converged E_B: -30.373752 hartree
converged E_B - E_A: 0.529856 hartree
largest orbital-energy gap to real-space grid: 5.5e-09 hartree
cutoff (hartree) | error A | error B | error of B-A (millihartree) | |error B-A|/error A
  50 | 1211.48 | 1207.68 | -3.804 | 3.14e-03
 100 | 268.416 | 267.203 | -1.213 | 4.52e-03
 200 | 26.3088 | 26.1217 | -0.1872 | 7.11e-03
 300 | 3.54564 | 3.52331 | -0.02233 | 6.30e-03
 400 | 0.527844 | 0.523064 | -0.00478 | 9.06e-03
 500 | 0.105642 | 0.105138 | -0.0005034 | 4.77e-03
 600 | 0.0201405 | 0.0199582 | -0.0001824 | 9.05e-03
cutoff for 1 millihartree, E_A: 380 hartree
cutoff for 1 millihartree, E_B: 380 hartree
cutoff for 1 millihartree, E_B - E_A: 130 hartree
Next lines: cutoff 400 hartree, energies in millihartree
actual error A: 0.527844
tail energy <Q|H-eps|Q> A: 0.527967
source formula A: 0.535033
two isolated-atom core errors: 0.520441
actual core, valence error A: 0.519790, 0.008054
actual core, valence error B: 0.520137, 0.002927
core on-site, inter-site A: 0.526585, 2.82e-04
inter-site of core orbitals 1, 2 A: 0.010535, -0.010253
valence on-site, inter-site A: 0.007033, 0.001134
core on-site, inter-site B: 0.527009, 5.85e-05
inter-site of core orbitals 1, 2 B: -0.013728, 0.013787
valence on-site, inter-site B: 0.003345, -0.000379
source formula B-A, core part: 2.006e-04
source formula B-A, valence part: -5.200e-03
actual error B-A: -4.780e-03
error of difference, one core width changed to 0.12 bohr: -0.2239
error of B-A with B at 440 hartree: -0.2577
rms relative change of error A to B, cutoffs 200-600 hartree:
total 6.42e-03, core 6.47e-04, valence 5.29e-01
decades lost by largest error, window 200-300 to 500-600 hartree:
absolute A 2.40, difference 2.55
```
